\section*{Orbital signs when joining spin-up and spin-down Wannier Hamiltonians}

\textbf{Q.} I have two collinear Wannier Hamiltonians for a ferromagnet, $H_\uparrow$ and $H_\downarrow$. Each reproduces its own bands perfectly. To include spin-orbit coupling I put them on the diagonal and add the atomic matrix $\xi\,\mathbf L\cdot\mathbf S$. Both channels use the same five $d$ orbitals, so what could go wrong?

\textbf{A.} The signs. A real Wannier function $w$ and its negative $-w$ have the same density and the same spread, so neither localization nor the bands of one channel can choose between them. Let $\phi_m$ be the atomic orbitals in which $\mathbf L$ is written, and let $w_{m\sigma}=\pm\phi_m$. Collect the signs of channel $\sigma$ in a diagonal matrix $D_\sigma$. If $H_\sigma$ now denotes the Hamiltonian in the atomic orbitals, your Wannier run delivers $D_\sigma H_\sigma D_\sigma$. Since $D_\sigma^2=1$, this has the same eigenvalues as $H_\sigma$, whatever the signs.

I assume that the functions are centred on the atoms, that they differ from the atomic orbitals in sign alone, that the coupling is on-site, and that both channels share one energy zero.

\textbf{Q.} If the signs are only a choice of basis, the joined bands cannot depend on them.

\textbf{A.} They would not, if the whole Hamiltonian were transformed. You transform one part. With $H_0=\mathrm{diag}(H_\uparrow,H_\downarrow)$ and $D=\mathrm{diag}(D_\uparrow,D_\downarrow)$, your matrix is
\begin{equation}
DH_0D+\xi\,\mathbf L\cdot\mathbf S
= D\left[H_0+\xi\,D(\mathbf L\cdot\mathbf S)D\right]D ,
\end{equation}
because $D^2=1$. Its bands are those of the bracket, which contains an altered spin-orbit matrix.

The characteristic determinant shows when this matters. Each of its terms is a product of matrix elements around closed loops of orbitals. An orbital that a loop enters and leaves by spin-orbit elements contributes its sign twice, and the sign cancels. An orbital entered by hopping and left by spin-orbit coupling contributes its sign once. Such loops can change the bands.

\textbf{Q.} Show me a case that I can follow by hand.

\textbf{A.} Take a square lattice in the $xy$ plane with the moment along $z$, $\hbar=1$ and $\mathbf S=\boldsymbol\sigma/2$. Use $xy$, $yz$, $xz$ and
\begin{equation}
z2=\frac{2z^2-x^2-y^2}{2\sqrt3},\qquad x2=\frac{x^2-y^2}{2},
\end{equation}
which share one normalization. From $L_y=-i(z\partial_x-x\partial_z)$,
\begin{equation}
L_y\,xz=-i(z^2-x^2)=-i\left(\sqrt3\,z2-x2\right).
\end{equation}
The last step is checked by coefficients: $\sqrt3\,z2-x2$ contains $z^2$ once, $x^2$ with $-\tfrac12-\tfrac12=-1$, and $y^2$ with $-\tfrac12+\tfrac12=0$. Since $L_y$ is Hermitian, $\langle xz|L_y|z2\rangle=i\sqrt3$ and $\langle xz|L_y|x2\rangle=-i$. The operator $L_x=-i(y\partial_z-z\partial_y)$ turns $xz$ into $-i\,xy$, so it does not connect $xz$ to $z2$ or $x2$.

Next write $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$. The operator $S_+$ takes down to up, so the up-down block is $\tfrac{\xi}{2}L_-=\tfrac{\xi}{2}(L_x-iL_y)$. Suppose that the up band $xz$ crosses a down band $c_z\,z2+c_x\,x2$, with real coefficients. Their coupling is
\begin{equation}
v=\frac{\xi}{2}(-i)\left(i\sqrt3\,c_z-i\,c_x\right)
=\frac{\xi}{2}\left(\sqrt3\,c_z-c_x\right).
\end{equation}
Two degenerate levels coupled by $v$ split by $2|v|$. To first order in $\xi$,
\begin{equation}
\Delta_{\rm matched}=\xi\left|\sqrt3\,c_z-c_x\right|,\qquad
\Delta_{\rm unmatched}=\xi\left|\sqrt3\,c_z+c_x\right| .
\end{equation}
The second result holds when the down function $x2$ has the wrong sign: the altered spin-orbit matrix has the opposite $xz$--$x2$ element, while $H_0$ still fixes $c_z$ and $c_x$. For $c_zc_x>0$, destructive interference has become constructive. If either coefficient vanishes, the two gaps agree.

\textbf{Q.} Does the lattice really mix $z2$ and $x2$?

\textbf{A.} Yes. Along an $x$ bond, the $\sigma$ orbital is $-\tfrac12z2+\tfrac{\sqrt3}{2}x2$, and the $\delta$ orbital in this pair is $\tfrac{\sqrt3}{2}z2+\tfrac12x2$. The $z2$--$x2$ hopping is therefore $-\tfrac{\sqrt3}{4}(V_\sigma-V_\delta)$. Along $y$ it has the opposite sign, because exchanging $x$ and $y$ reverses $x2$. The same decomposition gives the diagonal hoppings $\tfrac14V_\sigma+\tfrac34V_\delta$ for $z2$ and $\tfrac34V_\sigma+\tfrac14V_\delta$ for $x2$.

Second neighbours lie on the diagonals, with hoppings $V'$. There $x2$ hops by $V'_\pi$, $z2$ by $\tfrac14V'_\sigma+\tfrac34V'_\delta$, and $xz$ by $\tfrac12(V'_\pi+V'_\delta)$. Reflection in the diagonal forbids $z2$--$x2$ hopping. Each pair of opposite bonds gives $2\cos(\mathbf k\cdot\mathbf R)$. On $\Gamma$--X, where $k_y=0$, put $c=\cos k_xa$ and let $J$ be the exchange splitting:
\begin{align}
E_{xz\uparrow}&=-\tfrac J2+2V_\pi c+2V_\delta+2(V'_\pi+V'_\delta)c,\\
h_{zz}&=\tfrac J2+\tfrac12(V_\sigma+3V_\delta)(1+c)+(V'_\sigma+3V'_\delta)c,\\
h_{xx}&=\tfrac J2+\tfrac12(3V_\sigma+V_\delta)(1+c)+4V'_\pi c,\\
h_{zx}&=\tfrac{\sqrt3}{2}(V_\sigma-V_\delta)(1-c).
\end{align}
Here $h$ is the down-spin block of $z2$ and $x2$.

\textbf{Q.} Put in numbers for a transition-metal ferromagnet.

\textbf{A.} I take rough iron-like scales: $a=0.287$~nm, $J=2$~eV, $\xi=0.06$~eV and $(V_\sigma,V_\pi,V_\delta)=(-0.65,0.40,-0.05)$~eV. Scaling hoppings as distance$^{-5}$ multiplies them by $2^{-5/2}=0.177$ for second neighbours, giving $(-0.115,0.071,-0.009)$~eV.

Solving numerically for the crossing gives $k_xa=0.873$, or $k_x=3.04$~nm$^{-1}$, at $-0.506$~eV from the mean $d$ level. There
\begin{equation}
h=\begin{pmatrix}0.252&-0.186\\-0.186&-0.461\end{pmatrix}\ \mathrm{eV}.
\end{equation}
The second row of the eigenvalue equation gives $c_z/c_x=(-0.506+0.461)/(-0.186)\approx0.24$. With unrounded entries and normalization, $c_z=0.238$ and $c_x=0.971$. Hence
\begin{align}
\Delta_{\rm matched}&\approx60\,|0.412-0.971|\approx34\ \mathrm{meV},\\
\Delta_{\rm unmatched}&\approx60\,(0.412+0.971)\approx83\ \mathrm{meV}.
\end{align}

Diagonalizing the full ten-orbital matrix and minimizing the gap along $\Gamma$--X gives 26 and 80~meV, a ratio of 3.1. First order thus overestimates the matched gap by 29\% of its full value and the unmatched one by 4\%. At $\xi=1$~meV, diagonalization gives $\Delta/\xi=0.558$ and 1.383, against 0.559 and 1.383 from the formulas.

\textbf{Q.} Then I shall compute the overlaps between up and down functions and make them all positive. That must cure it.

\textbf{A.} It makes the channels agree with each other, but perhaps not with $\mathbf L$. Suppose that $x2$ is reversed in both. Every up-down overlap is positive, yet the gap is still 80~meV.

The agreement with the previous fault has a reason. Reflection $z\to-z$ leaves $z2,x2,xy$ even and makes $xz,yz$ odd. Hopping and $L_zS_z$ preserve both spin and this parity; the spin-flip terms change both. The Hamiltonian therefore separates into
\begin{equation}
A=\{z2,x2,xy\}_\uparrow\cup\{xz,yz\}_\downarrow,\qquad
B=\{xz,yz\}_\uparrow\cup\{z2,x2,xy\}_\downarrow .
\end{equation}
Our crossing lies in $B$, which does not contain $x2\uparrow$. Reversing that function too cannot repair $B$, and it introduces a fault in $A$.

On a $40\times40$ mesh of the Brillouin zone, I compared the energy-ordered bands with the correctly joined ones. The largest error is 52~meV in both cases. The root-mean-square error is 5.8~meV for $x2$ reversed in the down channel and 8.1~meV for $x2$ reversed in both.

\textbf{Q.} Are there sign errors that leave the bands correct?

\textbf{A.} Yes, of two kinds in this model. First, if $D$ commutes with $H_0$, then $DH_0D=H_0$ and nothing has changed. Hopping connects orbitals only within the even set or within the odd set, so each set may be reversed as a whole in each channel. That gives $2^4=16$ patterns, including reversal of an entire spin channel.

Second, the reflection $y\to-y$ reverses $xy$ and $yz$. Because $\mathbf L$ is an axial vector, $L_x$ and $L_z$ change sign and $L_y$ does not. Applying these signs in both channels gives
\begin{equation}
D(\mathbf L\cdot\mathbf S)D=-L_xS_x+L_yS_y-L_zS_z=(\mathbf L\cdot\mathbf S)^* .
\end{equation}
The last equality holds because all three $L_i$ are imaginary in real orbitals, while $S_y$ is the one imaginary spin matrix. Opposite bonds have equal hoppings here, so $H_0(\mathbf k)$ is real. The naive bands are then those of the complex-conjugate Hamiltonian, with the same real eigenvalues. The argument works separately in $A$ and $B$, so either block may receive the reflection signs. This gives $16\times2\times2=64$ patterns with correct bands.

The first kind leaves the joined Hamiltonian matrix unchanged, so the Berry curvature computed from it is right as well. Quantities built from the actual Wannier functions can still be wrong: reversing the whole down channel reverses every product $w_{m\uparrow}w_{n\downarrow}$, and with it the local in-plane spin density. The second kind already spoils the Berry curvature, which complex conjugation at fixed $\mathbf k$ reverses. Reflection signs in both blocks therefore give the anomalous Hall conductivity the wrong sign, and in one block they reverse that block's contribution. Correct bands alone do not prove that the signs are right.

I also diagonalized all $2^{10}=1024$ patterns at $\Gamma$ and at $(k_xa,k_ya)=(0.7,1.9)$, $(2.3,0.4)$ and $(1.1,2.8)$, with $\xi$ raised to 0.5~eV to expose weak effects. Exactly 64 patterns kept the correct bands at these points. For each of the others, the largest error over the points was at least 2.9~meV. Reversing any single one of the ten functions spoiled the bands.

\textbf{Q.} Could I detect a fault by checking the levels at $\Gamma$?

\textbf{A.} Not here. The $z2$--$x2$ coupling is proportional to $\cos k_xa-\cos k_ya$, and the remaining inter-orbital couplings, $z2$--$xy$ and $xz$--$yz$, are proportional to $\sin k_xa\sin k_ya$. All vanish at $\Gamma$. There $H_0$ is diagonal and commutes with every $D$, so every sign pattern gives the correct levels. A reversed $x2$ is invisible along the whole line $k_x=k_y$ as well, because $x2$ is then uncoupled in $H_0$. A useful check needs a general point, away from the symmetry lines, where all these couplings are nonzero, and a tight tolerance: at $\xi=0.06$~eV the weakest faulty pattern shifts the levels at each of the three general points above by only 0.03 to 0.09~meV. Even there, the bands cannot reveal the reflection signs described above.

\textbf{Q.} What should I do before joining the blocks?

\textbf{A.} Match each channel to the atomic orbitals. Compute $(G_\sigma)_{mn}=\langle\phi_m|w_{n\sigma}\rangle$ within one cell, with the same $\phi_m$ that define $\mathbf L$. Since $|w_{n\sigma}\rangle=\sum_m|\phi_m\rangle(G_\sigma)_{mn}$, the matrix to add is
\begin{equation}
\xi\,G^\dagger(\mathbf L\cdot\mathbf S)G,\qquad
G=\mathrm{diag}(G_\uparrow,G_\downarrow).
\end{equation}
For pure sign differences $G=D$, and the joined matrix becomes $D(H_0+\xi\,\mathbf L\cdot\mathbf S)D$, which has the correct bands. Reversing the offending functions does the same. Separately constructed blocks can therefore be joined, once this has been done. If $G$ is far from unitary, the functions are not atomic $d$ orbitals, and fixing signs does not justify an atomic spin-orbit matrix.

\textbf{Q.} How far should I trust 26 and 80~meV for an actual iron film?

\textbf{A.} Not as predictions. The exchange and spin-orbit scales are roughly those of iron, but the nearest-neighbour hoppings suit the shorter bulk bond, about 0.25~nm. At 0.287~nm, the same distance law would roughly halve them. At $\Gamma$, $xz\uparrow$ would then lie near $-0.6$~eV and $x2\downarrow$ near $+0.1$~eV, so their order would no longer force this crossing.

The $d$-only basis is another serious omission. I added an $s$ level at 6~eV, with $ss$ and $sd$ hoppings of $-0.8$ and 0.6~eV, and located the crossing again. The matched gap fell to 2~meV and the unmatched one rose to 98~meV. On $\Gamma$--X the $s$ orbital couples to $z2$ by $-V_{sd}(1+c)$ and to $x2$ by $-\sqrt3\,V_{sd}(1-c)$, where $V_{sd}$ is the $sd$ hopping. At fixed $\mathbf k$ near the crossing, the higher $s$ level therefore pushes $z2$ down more than $x2$, and it strengthens the negative $z2$--$x2$ coupling. Both raise $c_z/c_x$ towards $1/\sqrt3\approx0.58$, where the first-order matched gap vanishes. The ratio goes from 0.24 to 0.44 at fixed $\mathbf k$, and to 0.49 at the new crossing, $k_xa=1.01$. The first-order matched gap there is still 8~meV; higher orders in $\xi$ lower it to 2~meV, much as they lowered 34 to 26~meV before. Such a near cancellation is sensitive to the parameters: with the $s$ level at 5.5 or 7~eV the matched gap is 0.3 or 6~meV.

Other changes, made one at a time, matter less:
\begin{itemize}
\item Raising $z2$ by 0.2~eV gives gaps of 32 and 75~meV.
\item Reducing $J$ by 10\% gives 18 and 89~meV.
\item Making the down-spin Slater $3d$ exponent 5\% smaller, with $\xi$ scaled as $\langle r^{-3}\rangle$, gives 24 and 74~meV. The up-down radial overlap is still 0.998.
\end{itemize}
The thermal energy at 300~K is 26~meV, and the thermal window $-\partial f/\partial E$, with $f$ the Fermi function, is about 91~meV wide at half maximum. If the Fermi level lay nearby, thermal occupation would therefore blur either gap in transport, though this does not remove the error in the bands. In each of these variants the wrong sign enlarges the gap, but by a factor that depends strongly on the orbital mixture.
